# Density of states and directional ballistic modes in anisotropic black phosphorus

A ballistic current calculation for a black-phosphorus transistor has to settle which effective mass enters the density of states, which enters the number of conducting channels, and along which crystal axis the channel should lie. The band has a light mass along the armchair direction and a heavy one along zigzag. One average mass can reproduce the electron density, but it cannot give the conductances in both directions.

Let $x$ be the armchair and $y$ the zigzag direction, and measure the energy $E$ from the conduction-band edge. Close to the edge, one valley is described by

$$E(\mathbf k)=\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y},\qquad m_x<m_y .$$

There are $g_v$ equivalent valleys with the same orientation, and every state has spin degeneracy two. The density of states $g$ below includes spin. The mode number $M$ is counted per spin, so spin appears later as the factor 2 in the conductance quantum $2e^2/h$.

The states below energy $E$ fill an ellipse in $\mathbf k$ space. Setting one component to zero at a time gives its semi-axes,

$$k_{x0}=\frac{\sqrt{2m_xE}}{\hbar},\qquad k_{y0}=\frac{\sqrt{2m_yE}}{\hbar}.$$

Periodic boundary conditions on a large sample supply one state per spin and valley for each area $(2\pi)^2$ of $\mathbf k$ space, per unit sample area. The number of states per area below $E$ is therefore

$$N(E)=2g_v\,\frac{\pi k_{x0}k_{y0}}{(2\pi)^2}
=\frac{g_v}{2\pi}\,\frac{2E\sqrt{m_xm_y}}{\hbar^2}
=\frac{g_v\sqrt{m_xm_y}}{\pi\hbar^2}\,E .$$

Its energy derivative is the density of states,

$$g=\frac{dN}{dE}=\frac{g_v\sqrt{m_xm_y}}{\pi\hbar^2}\quad(E>0),\qquad g=0\quad(E<0).$$

The geometric mean of the masses appears because the density of states depends on the area of the ellipse. Stretching one axis and shrinking the other by the same factor leaves it unchanged.

The number of modes depends on a width of the ellipse instead. Take a film of width $W$, translationally invariant across its width, with ideal contacts and no scattering. Let the transport direction make an angle $\theta$ with $x$, and resolve the wave vector into a longitudinal component $k_s$ and a transverse component

$$k_t=-k_x\sin\theta+k_y\cos\theta .$$

Translation invariance conserves $k_t$, so each allowed $k_t$ labels an independent one-dimensional band in $k_s$. That band is an upward parabola. If its minimum lies below $E$, the energy $E$ is reached at two values of $k_s$, one on each side of the minimum, with opposite longitudinal velocities. One of them moves forward, and the band supplies one mode. The open modes are thus the allowed $k_t$ whose line crosses the ellipse, which means $|k_t|<k_{t,\max}$.

To find $k_{t,\max}$, maximize $k_t$ on the ellipse. With $a_x=-\sin\theta$ and $a_y=\cos\theta$, the function is $k_t=a_xk_x+a_yk_y$, and a Lagrange multiplier $\lambda$ gives

$$a_i=\lambda\frac{\hbar^2k_i}{m_i}\quad\Longrightarrow\quad k_i=\frac{m_ia_i}{\lambda\hbar^2},\qquad i=x,y .$$

Inserting these components in the band energy fixes $\lambda$:

$$E=\sum_i\frac{\hbar^2k_i^2}{2m_i}=\frac{m_\perp}{2\lambda^2\hbar^2},\qquad
m_\perp=m_x\sin^2\theta+m_y\cos^2\theta .$$

The positive root, which belongs to the maximum, is $\lambda=\sqrt{m_\perp/(2E)}/\hbar$. Then

$$k_{t,\max}=\sum_ia_ik_i=\frac{m_\perp}{\lambda\hbar^2}=\frac{\sqrt{2m_\perp E}}{\hbar}.$$

With periodic conditions across the width, the allowed $k_t$ are spaced by $2\pi/W$. The interval from $-k_{t,\max}$ to $k_{t,\max}$ contains, for a wide film, $2k_{t,\max}W/(2\pi)$ of them in each valley, so

$$M(E,\theta)=\frac{g_vW}{\pi\hbar}\sqrt{2m_\perp E}.$$

Along the two crystal axes this becomes

$$M_x=\frac{g_vW}{\pi\hbar}\sqrt{2m_yE},\qquad
M_y=\frac{g_vW}{\pi\hbar}\sqrt{2m_xE},\qquad
\frac{M_x}{M_y}=\sqrt{\frac{m_y}{m_x}} .$$

At a given energy, the mode number for armchair transport contains the zigzag mass. A heavy transverse mass makes it cheap in energy to add transverse momentum, so more channels open.

The formula is a smooth count. The true periodic count includes $k_t=0$ and changes in steps of two; it differs from the smooth value by at most one per valley. Hard walls along a crystal axis require standing waves with transverse wave number $j\pi/W$, $j=1,2,\dots$. The spacing is halved but only positive values count, so the leading result is the same, and the integer count in each valley is that valley's smooth value rounded down. For an oblique strip with hard walls the argument fails. Substituting $k_x=k_s\cos\theta-k_t\sin\theta$ and $k_y=k_s\sin\theta+k_t\cos\theta$ in the band energy produces the cross term

$$\hbar^2k_sk_t\sin\theta\cos\theta\left(\frac1{m_y}-\frac1{m_x}\right),$$

so $k_t$ and $-k_t$ at the same $k_s$ have different energies and cannot be combined into a simple standing wave. A phase factor linear in the transverse coordinate removes the cross term, and the walls then quantize the transverse motion with a mass $m_t$ given by $1/m_t=\sin^2\theta/m_x+\cos^2\theta/m_y$. Away from the crystal axes $m_t$ is smaller than $m_\perp$, so a long oblique strip has fewer modes than the formula gives, however wide it is. The angular formula is for the translationally invariant film; it suits a channel so much wider than it is long that few carriers reach its edges.

It may seem odd that the light transport mass is absent from $M_x$, since light electrons are fast. Counting the flux shows where the speed has gone. In one mode, the forward states per spin, length and energy number $(1/2\pi)\,dk_s/dE=1/(hv_s)$, where $v_s$ is the longitudinal velocity. Multiplied by $v_s$, each mode contributes $1/h$, whatever its speed. Summing over modes gives

$$M=hWg_v\int_{v_s>0}\frac{d^2k}{(2\pi)^2}\,v_s\,\delta(E-E(\mathbf k))
=\frac h4\,W\,g\,\langle|v_s|\rangle .$$

In the last step one factor $1/2$ comes from replacing the forward half of the ellipse by the whole of it with $|v_s|$, which is allowed because $E(\mathbf k)=E(-\mathbf k)$. The other comes from $g$ including both spins. The brackets denote the average over states at energy $E$.

For the average, write $k_x=k_{x0}\cos\alpha$ and $k_y=k_{y0}\sin\alpha$. The area element is $d^2k=(\sqrt{m_xm_y}/\hbar^2)\,dE\,d\alpha$, so the states are uniformly distributed in $\alpha$. Since $v_x=\hbar k_x/m_x=\sqrt{2E/m_x}\cos\alpha$ and the mean of $|\cos\alpha|$ is $2/\pi$,

$$\langle|v_x|\rangle=\frac2\pi\sqrt{\frac{2E}{m_x}} .$$

With $h=2\pi\hbar$, the flux expression becomes

$$M_x=\frac{2\pi\hbar}{4}\,W\,\frac{g_v\sqrt{m_xm_y}}{\pi\hbar^2}\,\frac2\pi\sqrt{\frac{2E}{m_x}}
=\frac{g_vW}{\pi\hbar}\sqrt{2m_yE}.$$

The factor $\sqrt{m_x}$ in the density of states cancels the $1/\sqrt{m_x}$ in the speed. When two directions of the same band are compared, the density of states is common to both, so "fast carriers" and "many transverse channels" are two descriptions of the same advantage, and multiplying a mode count by an additional velocity factor would count it twice. Between different bands the two need not go together: at fixed energy a lighter $m_x$ raises the speed and leaves $M_x$ unchanged, while a heavier $m_y$ raises $M_x$ and leaves the speed unchanged.

Devices are often compared at equal electron density $n$ rather than equal Fermi energy. At zero temperature $n=gE_F$, hence $E_F=\pi\hbar^2n/(g_v\sqrt{m_xm_y})$. Substitution gives

$$M_x=\frac{g_vW}{\pi\hbar}\sqrt{\frac{2\pi\hbar^2n\,m_y}{g_v\sqrt{m_xm_y}}}
=W\sqrt{\frac{2g_vn}{\pi}}\left(\frac{m_y}{m_x}\right)^{1/4},$$

and exchanging the masses gives $M_y$. The product $M_xM_y=2g_vnW^2/\pi$ is independent of the mass ratio: at fixed density, anisotropy multiplies the mode number along one axis by $(m_y/m_x)^{1/4}$ and divides it along the other by the same factor. For equal masses both directions return the isotropic value $M_0=W\sqrt{2g_vn/\pi}$.

For numbers, take the round model parameters $m_x=0.15\,m_0$ and $m_y=1.2\,m_0$, where $m_0$ is the free-electron mass, with $g_v=1$, $W=1\ \mu\mathrm m$ and $n=10^{13}\ \mathrm{cm^{-2}}$, which is $0.1\ \mathrm{nm^{-2}}$. The density-of-states mass is $\sqrt{0.15\times1.2}\,m_0=0.4243\,m_0$. With $\hbar^2/(2m_0)=0.0381\ \mathrm{eV\,nm^2}$,

$$g=\frac{0.4243}{2\pi\times0.0381}\ \mathrm{eV^{-1}nm^{-2}}
=1.772\ \mathrm{eV^{-1}nm^{-2}},$$

or $1.772\times10^{14}\ \mathrm{eV^{-1}cm^{-2}}$. The Fermi energy is $0.1/1.772\ \mathrm{eV}=56.4\ \mathrm{meV}$. The semi-axes of the Fermi ellipse are

$$k_{x0}=\sqrt{\frac{0.15\times0.0564}{0.0381}}\ \mathrm{nm^{-1}}=0.471\ \mathrm{nm^{-1}},\qquad
k_{y0}=1.333\ \mathrm{nm^{-1}} .$$

Armchair transport uses the long semi-axis, so $M_x=1000\times1.333/\pi\approx424$, while $M_y=1000\times0.471/\pi\approx150$. Their ratio is $\sqrt8=2.83$. An isotropic band with the same density of states would give 252 in every direction, too low for armchair and too high for zigzag. The mean speeds at the Fermi energy, $2.32\times10^5\ \mathrm{m/s}$ along armchair and $0.82\times10^5\ \mathrm{m/s}$ along zigzag, have the same ratio as the mode numbers, as the flux expression requires.

At $45^\circ$ the relevant mass is $m_\perp=0.675\,m_0$, and $M=424.3\sqrt{0.675/1.2}\approx318$. At $30^\circ$ from armchair it is $0.9375\,m_0$, and $M\approx375$. In the translationally invariant film, a misalignment of $30^\circ$ therefore costs about 12% of the armchair modes. In a long strip with hard walls the relevant mass is $m_t=0.436\,m_0$, and the loss is about 40%. In a hard-wall strip 50 nm wide with the same Fermi energy as the film, the smooth values are 21.2 along armchair and 7.5 along zigzag, while the integer counts are 21 and 7. Rounding is already a noticeable correction for the zigzag strip.

In linear response each mode contributes $2e^2/h=77.48\ \mu\mathrm S$. The zero-temperature conductances of the 1 µm film are then $32.9\ \mathrm{mS}$ along armchair and $11.6\ \mathrm{mS}$ along zigzag. These are ballistic limits for ideal contacts; scattering and imperfect contacts are left out.

At temperature $T$, let $f$ be the Fermi function, $\mu$ the chemical potential and $\eta=\mu/(kT)$, with $k$ the Boltzmann constant. Because $g$ is constant,

$$n=g\int_0^\infty f\,dE=g\,kT\ln(1+e^\eta).$$

The conductance is $2e^2/h$ times the thermally averaged mode number $\bar M=\int_0^\infty M(E)(-\partial f/\partial E)\,dE$. Since $M\propto\sqrt E$, set $u=E/(kT)$ and integrate by parts; the boundary terms vanish at both ends:

$$\bar M=M(kT)\int_0^\infty\sqrt u\left(-\frac{df}{du}\right)du
=\frac{M(kT)}2\int_0^\infty\frac{u^{-1/2}}{1+e^{u-\eta}}\,du
=M(kT)\,\frac{\sqrt\pi}2\,F_{-1/2}(\eta).$$

Here $M(kT)$ is the mode number evaluated at $E=kT$, and $F_{-1/2}$ is the last integral divided by $\Gamma(1/2)=\sqrt\pi$. Temperature enters both directions through the same factor, so the ratio $\sqrt{m_y/m_x}$ survives.

At 300 K, $kT=25.85\ \mathrm{meV}$. Keeping the density fixed gives $\eta=\ln(e^{56.42/25.85}-1)=2.06$, and numerical quadrature gives $F_{-1/2}=1.4905$. For armchair transport $M_x(kT)=424.3\sqrt{25.85/56.42}\approx287$, so $\bar M_x\approx287\times0.886\times1.4905\approx379$. The zigzag value is 134. The conductances fall to $29.4$ and $10.4\ \mathrm{mS}$, about 11% below their zero-temperature values.

This fall follows from the square-root energy dependence. Put $w=-\partial f/\partial E$, whose integral over $E>0$ is $f(0)<1$. Integrating the density by parts gives $\int_0^\infty E\,w\,dE=n/g=E_F$, where $E_F$ is the zero-temperature Fermi energy at the same density. The Cauchy–Schwarz inequality then yields

$$\left(\int_0^\infty\sqrt E\,w\,dE\right)^2
\le\int_0^\infty E\,w\,dE\int_0^\infty w\,dE<E_F ,$$

and therefore $\bar M<M(E_F)$ at any nonzero temperature in this model.

In the dilute limit $\eta\to-\infty$, both $\ln(1+e^\eta)$ and $F_{-1/2}(\eta)$ tend to $e^\eta$. Eliminating $e^\eta=n/(g\,kT)$ gives

$$\bar M_x\to\frac{g_vW\sqrt{2m_ykT}}{\pi\hbar}\,\frac{\sqrt\pi}{2}\,
\frac{\pi\hbar^2n}{g_v\sqrt{m_xm_y}\,kT}
=W n\hbar\sqrt{\frac{\pi}{2m_xkT}} .$$

At fixed density the transverse mass has now dropped out. A heavier $m_y$ offers more modes but spreads the same electrons more thinly among them. In the degenerate limit those modes are filled up to $E_F$, and a dependence on $m_y$ remains. For the ballistic conductance, the choice of armchair transport is the same in both limits, but the benefit of increasing the zigzag mass is not. The off state of a transistor sets a separate condition: in a channel only a few nanometres long, the light armchair mass also makes tunnelling through the barrier easier, so the axis with the larger on-current can leak more.

The parabolic band itself has a limited energy range. A simple two-band model shows how the mode counts react when the light mass comes from coupling across a gap $E_g$. Write $\epsilon=\hbar^2k_y^2/(2m_y)$, give the two bands diagonal energies $\pm(E_g/2+\epsilon)$, and couple them by $\gamma k_x$. The upper eigenvalue, measured from its edge, obeys

$$\left(E+\frac{E_g}2\right)^2=\left(\frac{E_g}2+\epsilon\right)^2+\gamma^2k_x^2
\quad\Longrightarrow\quad
\gamma^2k_x^2=(E-\epsilon)(E+\epsilon+E_g).$$

For $E\ll E_g$ the last bracket is approximately $E_g$, which gives $E\approx\epsilon+\gamma^2k_x^2/E_g$ and identifies $m_x=\hbar^2E_g/(2\gamma^2)$. Stronger coupling or a smaller gap makes the armchair mass lighter. Written with this mass, the full contour is

$$k_x^2=\frac{2m_x}{\hbar^2}(E-\epsilon)\left(1+\frac{E+\epsilon}{E_g}\right).$$

The largest $k_y$ still occurs at $\epsilon=E$, so $M_x$ is unchanged at a given energy. The right-hand side decreases with $\epsilon$, so the largest $k_x$ occurs at $\epsilon=0$, and $M_y$ grows by $\sqrt{1+E/E_g}$.

For the density of states, put $k_y=k_{y0}\sin\alpha$, so that $\epsilon=E\sin^2\alpha$, and expand the square root in $k_x$ to first order in $E/E_g$. The enclosed area is

$$4k_{x0}k_{y0}\int_0^{\pi/2}\cos^2\alpha\left[1+\frac{E}{2E_g}(1+\sin^2\alpha)\right]d\alpha
=\pi k_{x0}k_{y0}\left(1+\frac{5E}{8E_g}\right),$$

because $\int\cos^2\alpha\,d\alpha=\pi/4$ and $\int\cos^2\alpha\sin^2\alpha\,d\alpha=\pi/16$ over this range. As $k_{x0}k_{y0}\propto E$, differentiation multiplies the parabolic density of states by $1+5E/(4E_g)$.

With a model gap of $1.5\ \mathrm{eV}$ and $E=56.4\ \mathrm{meV}$, $E/E_g=0.0376$. The zigzag modes increase by 1.9% and the density of states by 4.7% to first order; numerical differentiation of the area enclosed by the two-band contour gives 4.6%. At this filling and with this gap, which is on the scale of a monolayer, the parabolic formulas are adequate within the model. Thick black phosphorus has a gap near 0.3 eV, for which the same model at the same energy raises the density of states by more than 20%. The coefficient $5/4$ also rests on giving both bands the same zigzag mass. They lose accuracy as $E/E_g$ grows, and they need additional terms once another valley or subband is occupied.
